\section*{Exchange Couplings from Broken-Symmetry Determinants: The Noodleman and Yamaguchi Formulas, part 2}

We seek the exchange coupling $J$ between centres of spin $S_A\ge S_B$ from the energies of two determinants. Spin is in units of $\hbar$, $H$ contains no spin operators, and $H_{\rm spin}=E_0-2J\,\mathbf S_A\cdot\mathbf S_B$, so $J<0$ is antiferromagnetic. Let $y=\mathbf S_A\cdot\mathbf S_B$, $S_{\max}=S_A+S_B$ and $S_{\min}=S_A-S_B$.

The high-spin (HS) determinant has $M=S_{\max}$ and, in the spin model, $y=S_AS_B$. The broken-symmetry (BS) determinant, from unrestricted Hartree--Fock (UHF), has $M=S_{\min}$. Its model counterpart is the N\'eel state $|N\rangle=|S_A,S_A\rangle|S_B,-S_B\rangle$, of energy $E_N$, with
\begin{equation}
\langle y\rangle_N=-S_AS_B,\qquad\langle y^2\rangle_N=S_A^2S_B^2+S_AS_B .
\label{moments}
\end{equation}
Any determinant resolves into eigenfunctions of $S^2$ with weights $w_S$ and energy expectation values $E_S$:
\begin{equation}
E=\sum_Sw_SE_S,\qquad\langle S^2\rangle=\sum_Sw_S\,S(S+1),\qquad\sum_Sw_S=1 .
\label{resolve}
\end{equation}
Identifying $E_N$ with $E_{\rm BS}$ gives the Noodleman formula
\begin{equation}
J_N=\frac{E_{\rm BS}-E_{\rm HS}}{4S_AS_B}.
\label{nood}
\end{equation}
Assumption (L), that the components of both determinants obey $E_S=E'-JS(S+1)$ with one $E'$ and one $J$, gives the Yamaguchi formula
\begin{equation}
J_Y=\frac{E_{\rm BS}-E_{\rm HS}}{D},\qquad D=\langle S^2\rangle_{\rm HS}-\langle S^2\rangle_{\rm BS}.
\label{yama}
\end{equation}
Of the singular values $\sigma_k$ of the BS $\alpha$--$\beta$ orbital overlap matrix, the $2S_B$ smallest are the magnetic overlaps $s_k$ ($s$ for one pair). The others, and all those of HS, belong to the core, with spin polarisation $c=\sum_{\rm core}(1-\sigma_k^2)$. Then $\langle S^2\rangle_{\rm BS}=S_{\min}(S_{\min}+1)+2S_B-\sum_ks_k^2+c_{\rm BS}$ and
\begin{equation}
D=4S_AS_B+\sum_{k=1}^{2S_B}s_k^2+c_{\rm HS}-c_{\rm BS}.
\label{Dfinal}
\end{equation}
When $c_{\rm HS}=c_{\rm BS}$,
\begin{equation}
4S_AS_B\;\le\;D\;\le\;2S_B(2S_A+1),
\label{bounds}
\end{equation}
from the weak limit (all $s_k=0$) to the strong limit (all $s_k=1$).

For two electrons in real, normalised orbitals $a$, $b$ with $s=\langle a|b\rangle$,
\begin{equation}
\Phi_{\rm BS}=\tfrac12\,(ab+ba)\,\Theta_S+\tfrac12\,(ab-ba)\,\Theta_T ,
\label{split}
\end{equation}
where $ab$ means $a(1)b(2)$ and $\Theta_S$, $\Theta_T$ are the singlet and $M=0$ triplet spin functions. In a basis of two spatial functions the triplet part has energy $E_{\rm HS}$.

The five-electron example has $S_A=\tfrac32$, $S_B=1$, no core, and $y=-\tfrac52,-1,\tfrac32$ for $S=\tfrac12,\tfrac32,\tfrac52$.

What $J_Y$ measures without (L) follows from (\ref{resolve}). Let HS be spin-pure, let $\Lambda_S=S_{\max}(S_{\max}+1)-S(S+1)$, and suppose BS contains no spin above $S_{\max}$. Then $D=\sum_Sw_S\Lambda_S$ and $E_{\rm BS}-E_{\rm HS}=\sum_Sw_S(E_S-E_{\rm HS})$. Define $J_S=(E_S-E_{\rm HS})/\Lambda_S$ for $S<S_{\max}$, and write hi for the $S_{\max}$ component. Dividing by $D$ gives the identity
\begin{equation}
J_Y=\sum_{S<S_{\max}}\frac{w_S\Lambda_S}{D}\,J_S+r,\qquad r=\frac{w_{\rm hi}\,(E_{\rm hi}-E_{\rm HS})}{D}.
\label{avg}
\end{equation}
So $J_Y$ is a weighted mean of the scaled gaps $J_S$, with weights summing to one, plus a term $r$ that measures how far the $S_{\max}$ part of BS differs in energy from HS. Assumption (L) can fail in two ways: the $J_S$ may be unequal, or $r$ may be nonzero.

The first failure needs at least two spins below $S_{\max}$. In the spin model this means $S_B\ge1$. Add a biquadratic term $Ky^2$ to $-2Jy$. For the N\'eel state (\ref{moments}) gives $E_N-E_{\rm HS}=4JS_AS_B+KS_AS_B$, hence $J_Y=J+K/4$. For the pure $S=\tfrac12$ state of the example, $E-E_{\rm HS}=-2J(-\tfrac52-\tfrac32)+K(\tfrac{25}4-\tfrac94)=8J+4K$ and $D=8$, hence $J_Y=J+K/2$. With $J=-100$ and $K=10\ {\rm cm^{-1}}$ the values are $-97.5$ and $-95.0\ {\rm cm^{-1}}$. The result depends on the state used, and two energies cannot determine two constants. For $S_B=\tfrac12$ the model has two levels only, $y^2$ is a linear function of $y$ on them, and $K$ is absorbed into $J$.

When BS contains only $S_{\max}$ and $S_{\max}-1$ (label lo), $\Lambda_{\rm lo}=S_{\max}(S_{\max}+1)-(S_{\max}-1)S_{\max}=2S_{\max}$, and (\ref{avg}) becomes
\begin{equation}
D=2S_{\max}w_{\rm lo},\qquad J_Y=\frac{E_{\rm lo}-E_{\rm HS}}{2S_{\max}}+r .
\label{twolevel}
\end{equation}
For two electrons $r\ge0$. The triplet part $(ab-ba)\Theta_T$ of (\ref{split}) has the same energy as $(ab-ba)\alpha\alpha$, since $H$ acts only on the spatial factor. That function is a determinant with $M=1$, and its energy cannot lie below $E_{\rm HS}$ if HS is the lowest such determinant. In a two-function basis $r=0$, as found at the start; a UHF calculation on H$_2$ in the minimal STO-3G basis at 1.5~\AA{} has $s=0.5524$ and $r=0$. Let $E^{\rm FCI}$ denote the lowest full configuration interaction energy of each spin in the same basis, and define the reference $J_{\rm FCI}=(E^{\rm FCI}_{\rm lo}-E^{\rm FCI}_{\rm hi})/(2S_{\max})$. Subtracting it from (\ref{twolevel}),
\begin{equation}
J_Y-J_{\rm FCI}=r+\frac{(E_{\rm lo}-E^{\rm FCI}_{\rm lo})-(E_{\rm HS}-E^{\rm FCI}_{\rm hi})}{2S_{\max}} .
\label{error}
\end{equation}
Both brackets are non-negative by the variational principle, but they enter with opposite signs, so the sign of the error is not fixed in general. With $c_{\rm HS}=c_{\rm BS}$ and one magnetic pair, $4S_AS_B=2S_A$ and the two formulas are related by
\begin{equation}
J_N-J_Y=J_Y\left(\frac{D}{2S_A}-1\right)=J_Y\,\frac{s^2}{2S_A},
\label{NY}
\end{equation}
which is negative for an antiferromagnet.

The Hubbard dimer lets every quantity be written in closed form. It has two orthonormal site orbitals, hopping $-t$ with $t>0$, on-site repulsion $U\ge0$, and two electrons. Denote by $|ij\rangle$ the state with the $\alpha$ electron on site $i$ and the $\beta$ electron on site $j$. Hopping takes both $|12\rangle$ and $|21\rangle$ into $-t(|11\rangle+|22\rangle)$. The antisymmetric combination $|12\rangle-|21\rangle$, the triplet, is therefore annihilated by $H$, and $E_T=E_{\rm HS}=0$. The covalent singlet $C=(|12\rangle+|21\rangle)/\sqrt2$ has energy 0 and is taken into $-2tI$, where $I=(|11\rangle+|22\rangle)/\sqrt2$ has energy $U$; the odd ionic singlet has energy $U$ and is uncoupled. The secular equation $E(E-U)=4t^2$ has the lower root $U/2-\sqrt{U^2/4+4t^2}$, and half of it is the exact coupling
\begin{equation}
J=\frac U4-\sqrt{\frac{U^2}{16}+t^2}.
\label{hubex}
\end{equation}
For UHF take $a=(\cos\theta,\sin\theta)$ and $b=(\cos\phi,\sin\phi)$. Real orbitals suffice, because a relative phase leaves the site populations unchanged and can only raise $-2t\,{\rm Re}(a_1^*a_2)$ above $-2t|a_1||a_2|$. The hopping energy is $-t(p+q)$ with $p=\sin2\theta$, $q=\sin2\phi$. The repulsion is $U(\cos^2\theta\cos^2\phi+\sin^2\theta\sin^2\phi)=\tfrac U2(1+\cos2\theta\cos2\phi)$, by $\cos^2\theta=\tfrac12(1+\cos2\theta)$ and $\sin^2\theta=\tfrac12(1-\cos2\theta)$. At fixed $m=(p+q)/2$,
\begin{equation}
-\cos2\theta\cos2\phi\le\sqrt{(1-p^2)(1-q^2)}\le1-\tfrac12(p^2+q^2)\le1-m^2 ,
\end{equation}
by the inequality of geometric and arithmetic means and by $\tfrac12(p^2+q^2)\ge m^2$. Equality holds throughout for $\phi=\pi/2-\theta$, that is $b=(\sin\theta,\cos\theta)$, whose overlap with $a$ is $s=\sin2\theta=m$. The energy is then $E(s)=-2ts+\tfrac12Us^2$, and $dE/ds=-2t+Us$ vanishes at $s=2t/U$. For $U>2t$ this is allowed and $E_{\rm BS}=-2t^2/U$; for $U\le2t$ the minimum sits at the end $s=1$ and $E_{\rm BS}=-2t+U/2$. Therefore
\begin{align}
U>2t:&\quad J_N=-\frac{2t^2}{U},\qquad J_Y=\frac{-2t^2/U}{1+4t^2/U^2},\\
U\le2t:&\quad J_N=-2t+\frac U2,\qquad J_Y=-t+\frac U4 .
\end{align}
For large $U$ put $x=t/U$. The series $\sqrt{1+z}=1+z/2-z^2/8+z^3/16-\dots$ with $z=16x^2$, applied to $J/U=\tfrac14(1-\sqrt{1+16x^2})$, and the geometric series applied to $J_Y$, give
\begin{align}
J/U&=-2x^2+8x^4-64x^6+\dots,\\
J_Y/U&=-2x^2+8x^4-32x^6+\dots,
\end{align}
while $J_N/U=-2x^2$ stops at the first term. The agreement through $x^4$ has a direct cause. In $ab+ba$ the coefficient of $|12\rangle$ and of $|21\rangle$ is $\cos^2\theta+\sin^2\theta=1$, and that of $|11\rangle$ and of $|22\rangle$ is $2\sin\theta\cos\theta=s$, so the projected singlet is $C+sI$ with $s=2x$. The exact state is $C+\lambda I$ with $-2t+U\lambda=E\lambda$, so $\lambda=2t/(U-E)=2x/(1+4x^2+\dots)=2x-8x^3+\dots$. The amplitude error $8x^3$ costs, to leading order, its square times the gap $U$, which is $64x^6U$ in $E_S$ and $32x^6U$ in $J$, the difference between the two series. For small $U$, (\ref{hubex}) expands as $J=-t+U/4-U^2/(32t)+\dots$, so $J_Y$ is right to first order in $U$, while $J_N=2J_Y$ is wrong by a factor 2 at $U=0$. In this model $r=0$ and $E_{\rm HS}$ is exact, so (\ref{error}) gives $J_Y\ge J$ for every $U$. In units of $t$ the closed forms give
\begin{equation*}
\begin{array}{rrrrrr}
U/t & s & D & J_N & J_Y & J\\
1 & 1.0 & 2.00 & -1.5000 & -0.7500 & -0.7808\\
4 & 0.5 & 1.25 & -0.5000 & -0.4000 & -0.4142\\
10 & 0.2 & 1.04 & -0.2000 & -0.1923 & -0.1926\\
20 & 0.1 & 1.01 & -0.1000 & -0.0990 & -0.0990
\end{array}
\end{equation*}
At $U=4t$, for instance, $J=(1-\sqrt2)\,t$; relative to it $J_Y$ is too small in magnitude by 3.4\% and $J_N$ too large by 21\%. At each of these four values $J_Y$ is the closer of the two.

A molecule in a flexible basis behaves less simply. For H$_2$ in the cc-pVDZ basis, the HS and BS determinants were obtained by self-consistent UHF started from atomic densities with parallel and antiparallel spins, the BS solution being reconverged along any internal instability. The full CI energies come from diagonalising $H$ separately in each eigenspace of the $S^2$ matrix over all determinants with $M=S_{\min}$. The weights and component energies come from expanding $\Phi_{\rm BS}$ in those determinants and projecting it on the eigenspaces. Couplings are converted with $1\,E_h=219474.63\ {\rm cm^{-1}}$. At $R=2.0$~\AA{} the energies are $E_{\rm HS}=-0.988182$ and $E_{\rm BS}=-1.002784\,E_h$, and the overlap is $s=0.3095$. Then $s^2=0.0958$, $\langle S^2\rangle_{\rm BS}=0.9042$, $D=1.0958$, $w_{\rm lo}=D/2=0.5479$, and
\begin{align}
J_N&=-1.002784+0.988182=-0.014602\,E_h=-3205\ {\rm cm^{-1}},\\
J_Y&=-3205/1.0958=-2925\ {\rm cm^{-1}}.
\end{align}
The singlet component has $E_{\rm lo}=-1.015619\,E_h$, so $(E_{\rm lo}-E_{\rm HS})/2=-0.0137185\,E_h=-3011\ {\rm cm^{-1}}$, and $r=+86\ {\rm cm^{-1}}$ brings this to $-2925\ {\rm cm^{-1}}$ as (\ref{twolevel}) requires. Full CI gives $-1.017594\,E_h$ for the singlet and $-0.988471\,E_h$ for the triplet, so $J_{\rm FCI}=-0.0145615\,E_h=-3196\ {\rm cm^{-1}}$. Here $J_N$ lies within 0.3\% of $J_{\rm FCI}$ while $J_Y$ is 8.5\% too small in magnitude. Equations (\ref{error}) and (\ref{NY}) account for this. The projected singlet lies $0.001975\,E_h$ above the full CI singlet, and HS lies $0.000289\,E_h$ above the full CI triplet. Half the difference is $0.000843\,E_h=185\ {\rm cm^{-1}}$, and adding $r$ gives $J_Y-J_{\rm FCI}=+271\ {\rm cm^{-1}}$. Omitting $s^2$ from the denominator shifts the value by $s^2J_Y=-280\ {\rm cm^{-1}}$, and $J_N-J_{\rm FCI}=271-280=-9\ {\rm cm^{-1}}$. The closeness of $J_N$ is a cancellation between a denominator that is too small and a numerator that is too small in magnitude, through the missing correlation energy and through $r$. That it is almost complete is particular to this basis: in cc-pVTZ and aug-cc-pVTZ, $J_N$ and $J_Y$ change by less than $10\ {\rm cm^{-1}}$ while $J_{\rm FCI}$ moves to $-3334$ and $-3415\ {\rm cm^{-1}}$, so that $J_N$ is 4\% and 6\% too small in magnitude and $J_Y$ 12\% and 14.5\%. Whenever $J_Y-J_{\rm FCI}$ is positive and $J_N-J_Y$ negative, $J_N$ is the closer value exactly when $|J_N-J_Y|<2(J_Y-J_{\rm FCI})$. The same procedure at four distances gives, with $R$ in \AA{} and couplings in ${\rm cm^{-1}}$,
\begin{equation*}
\begin{array}{rrrrrr}
R & s & D & J_N & J_Y & J_{\rm FCI}\\
0.75 & 1.0000 & 2.0000 & -78304 & -39152 & -42516\\
1.5 & 0.6461 & 1.4175 & -13249 & -9347 & -10906\\
2.0 & 0.3095 & 1.0958 & -3205 & -2925 & -3196\\
3.0 & 0.0716 & 1.0051 & -163 & -162 & -170
\end{array}
\end{equation*}
The denominator falls from 2 towards 1 as the atoms separate. At 0.75~\AA{} the UHF solution is the closed-shell one, $J_Y$ is half the Hartree--Fock singlet--triplet gap and deviates from $J_{\rm FCI}$ by 8\%, and $J_N$ deviates by 84\%. At 1.5~\AA{} the deviations are 14\% for $J_Y$ and 21\% for $J_N$. At 3.0~\AA{} the two formulas differ by about $1\ {\rm cm^{-1}}$, and both fall short of $J_{\rm FCI}$ in magnitude by 4 to 5\%, an error of 7 to $8\ {\rm cm^{-1}}$ that the choice between the two denominators hardly changes. These values refer to cc-pVDZ and are not converged in the basis. In aug-cc-pVTZ, $J_{\rm FCI}$ is $-42197$, $-11271$, $-3415$ and $-190\ {\rm cm^{-1}}$ at the four distances; at 1.5~\AA{} the two formulas then deviate almost equally (17.4\% for $J_Y$, 17.6\% for $J_N$), and at 3.0~\AA{} both fall short by about 13\%, or $25\ {\rm cm^{-1}}$.

Unequal spins occur in N$\cdots$H, a quartet nitrogen atom ($S_A=\tfrac32$) coupled to hydrogen ($S_B=\tfrac12$), with $S_{\max}=2$, $S_{\min}=1$, and $D$ between $4S_AS_B=3$ and $2S_B(2S_A+1)=4$; the value $S_{\max}^2=4$ would here be the strong limit, not the weak one. The STO-3G basis has six functions for eight electrons, which makes the conditions of (\ref{twolevel}) exact. At most four orbitals can be singly occupied, so $S\le2$. The six $\alpha$ electrons of HS fill the whole basis, every $\beta$ orbital lies in their span, and $c_{\rm HS}=0$. The calculation also gives $c_{\rm BS}=0$ at each distance, and this too is forced by the basis. The five $\alpha$ orbitals and three $\beta$ orbitals of BS span subspaces of a six-dimensional space, whose intersection has dimension at least $5+3-6=2$, so two of the three singular values equal 1. At $R=1.75$~\AA{}, with the methods described for H$_2$, $E_{\rm HS}=-54.145549$ and $E_{\rm BS}=-54.193007\,E_h$, a difference of $-0.047458\,E_h=-10416\ {\rm cm^{-1}}$. The overlap $s=0.4673$ gives $s^2=0.2184$, $\langle S^2\rangle_{\rm BS}=2+1-0.2184=2.7816$, $D=6-2.7816=3.2184$ and $w_{\rm lo}=D/4=0.8046$. Then
\begin{equation}
J_N=\frac{-10416}{3}=-3472\ {\rm cm^{-1}},\qquad J_Y=\frac{-10416}{3.2184}=-3236\ {\rm cm^{-1}}.
\end{equation}
Full CI has the triplet at $-54.214341$ and the quintet at $-54.145550\,E_h$, so $J_{\rm FCI}=-0.068791\,E_h/4=-3774\ {\rm cm^{-1}}$. The quintet is within $10^{-6}\,E_h$ or so of $E_{\rm HS}$ and drops out of (\ref{error}). The triplet component, $E_{\rm lo}=-54.205101\,E_h$, lies $0.009240\,E_h$ above the full CI triplet; a quarter of this is $507\ {\rm cm^{-1}}$, and with $r=31\ {\rm cm^{-1}}$ the error of $J_Y$ is $+538\ {\rm cm^{-1}}$, or 14\% of $|J_{\rm FCI}|$. The shift (\ref{NY}), $J_Ys^2/3=-236\ {\rm cm^{-1}}$, removes part of it, so $J_N$ is again the closer value, 8\% short. At 1.0~\AA{} the overlap is $s=0.9948$ and $D=3.9897$; the values $J_N=-36145$, $J_Y=-27179$ and $J_{\rm FCI}=-28264\ {\rm cm^{-1}}$ put $J_Y$ 4\% and $J_N$ 28\% from the reference. At 3.0~\AA{}, $s=0.0430$ and $D=3.0019$, and both formulas give $-33\ {\rm cm^{-1}}$ against $J_{\rm FCI}=-34\ {\rm cm^{-1}}$. These numbers describe a minimal basis and are not predictions for the real molecule. In 6-31G, with the nitrogen $1s$ pair frozen in the full CI, the ordering of the two formulas at 1.0 and 1.75~\AA{} is the same but the sizes change: at 1.75~\AA{} $J_N=-3161$, $J_Y=-2906$ and $J_{\rm FCI}=-3745\ {\rm cm^{-1}}$, errors of 16\% and 22\%, and at 3.0~\AA{} both formulas give $-65$ against $J_{\rm FCI}=-77\ {\rm cm^{-1}}$.

Core polarisation appears once the basis is larger. UHF in the 6-31G basis at $R=4.0$~\AA{} gives $\langle S^2\rangle_{\rm HS}=6.00460$ and $\langle S^2\rangle_{\rm BS}=3.00442$, so $D=3.00018$. The singular values give $c_{\rm HS}=0.00460$, $c_{\rm BS}=0.00459$ and $s^2=0.00018$, which reproduce $D$ through (\ref{Dfinal}) to within rounding of the last digit. The individual values depend on the basis (cc-pVTZ gives $c\approx0.0061$ and $s^2=0.00026$, aug-cc-pVDZ $c\approx0.0071$ and $s^2=0.00027$), but $c_{\rm HS}$ and $c_{\rm BS}$ agree to $10^{-5}$ in each. The near cancellation has a simple origin. As the overlap between the atoms vanishes, each determinant becomes the antisymmetrised product of the UHF determinant of the nitrogen atom and the orbital of the hydrogen atom, the $\alpha$--$\beta$ overlap matrix separates into atomic blocks, and the nitrogen block, which carries all of $c$, is the same whichever way the hydrogen spin points. This is the reason for using the computed $\langle S^2\rangle_{\rm HS}$ in (\ref{yama}): the nominal value 6 would leave $c_{\rm BS}$ uncompensated and give $6-3.00442=2.99558$, below the weak-overlap end of (\ref{bounds}). At short distance the argument lapses, the two core terms need not match (in 6-31G at 1.75~\AA{}, $c_{\rm HS}=0.00497$ and $c_{\rm BS}=0.00351$), and $c_{\rm HS}-c_{\rm BS}$ has to be evaluated along with the $s_k$.
